# Threshold-voltage spread of a metal gate with 25 random grains: a numerical check

```python
"""
Result under test: a gate of N equal, independent grains with two work
functions (difference dPhi, probability p of the high one) has threshold spread
    sigma = (dPhi/e) * sqrt(p*(1-p)/N)
when the threshold follows the area average of the work function.
For unequal grain weights w (sum 1), 1/N is replaced by sum(w**2).

The averaging premise is tested with a thin-body transistor model:
    psi - lam**2 * Laplacian(psi) = V_gate - (Phi - chi)/e
psi: channel potential (V), chi: electron affinity (eV), lam: screening length.
Sheet conductivity is exp(e*psi/kT); a resistor network gives the conductance.
Threshold: gate voltage at which the conductance equals that of a uniform
square sheet with psi = -BARRIER. Lengths in nm, energies in eV.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded

PHI_HIGH, PHI_LOW, P_HIGH = 4.6, 4.4, 0.6
SIDE = 5                       # grains along each edge of the gate
N_GRAINS = SIDE**2
GRAIN = 5.0                    # grain edge, nm
T_BODY, EOT = 5.0, 1.0         # body and equivalent oxide thickness, nm
EPS_BODY, EPS_OX = 11.7, 3.9   # relative permittivities
CHI, BARRIER = 4.0, 0.25       # eV, V
TEMP, TEMP_HOT = 300.0, 358.0  # K
MASS = 0.2                     # transport mass / electron mass
N_BAND = 3e19                  # effective density of states, cm^-3
KB = const.k / const.e         # eV/K
LAM = np.sqrt(EPS_BODY / EPS_OX * T_BODY * EOT)
D_PHI = PHI_HIGH - PHI_LOW
PHI_MEAN = P_HIGH * PHI_HIGH + (1 - P_HIGH) * PHI_LOW


def spread(weights):
    """Derived formula for the threshold spread in V."""
    return D_PHI * np.sqrt(P_HIGH * (1 - P_HIGH) * np.sum(weights**2))


def average_distribution(n):
    """Distribution of the mean work function by repeated convolution."""
    prob = np.array([1.0])
    for _ in range(n):
        prob = np.convolve(prob, [1 - P_HIGH, P_HIGH])
    return PHI_LOW + D_PHI * np.arange(n + 1) / n, prob


def grain_maps(pinned, cells):
    """Channel potential produced by 1 V on each grain separately.
    pinned=True fixes psi = 0 at source and drain; otherwise no edge flux."""
    n = SIDE * cells
    across = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    across[0, 0] = across[-1, -1] = 1
    along = across.copy()
    if pinned:
        along[0, 0] = along[-1, -1] = 3   # fixed value half a cell away
    one = np.eye(n)
    operator = np.kron(along, one) + np.kron(one, across)
    operator *= (LAM * cells / GRAIN)**2
    operator += np.eye(n * n)
    stripe = np.kron(np.eye(SIDE), np.ones((cells, 1)))
    return np.linalg.solve(operator, np.kron(stripe, stripe))


def log_conductance(psi, kt):
    """Log of source-drain conductance; a uniform sheet gives psi/kT."""
    n = int(round(np.sqrt(psi.size)))
    shift = psi.mean()
    s = np.exp((psi - shift) / kt).reshape(n, n)
    gx = 2 * s[:-1] * s[1:] / (s[:-1] + s[1:])
    gy = 2 * s[:, :-1] * s[:, 1:] / (s[:, :-1] + s[:, 1:])
    diag = np.zeros((n, n))
    diag[:-1] += gx
    diag[1:] += gx
    diag[:, :-1] += gy
    diag[:, 1:] += gy
    diag[0] += 2 * s[0]
    diag[-1] += 2 * s[-1]
    band = np.zeros((n + 1, n * n))
    band[0] = diag.ravel()
    link = np.zeros((n, n))
    link[:, :-1] = -gy
    band[1] = link.ravel()
    band[n, :n * (n - 1)] = -gx.ravel()
    rhs = np.zeros(n * n)
    rhs[:n] = 2 * s[0]
    u = solveh_banded(band, rhs, lower=True, check_finite=False)
    return np.log(np.sum(2 * s[-1] * u[-n:])) + shift / kt


def threshold(phi, maps, kt):
    """Gate voltage at the constant-conductance criterion (secant search)."""
    def excess(v):
        return kt * log_conductance(maps @ (v - phi + CHI), kt) + BARRIER
    v_old = phi.mean() - CHI - BARRIER
    f_old = excess(v_old)
    if abs(f_old) < 1e-9:
        return v_old
    v_new = v_old - f_old
    for _ in range(30):
        f_new = excess(v_new)
        if abs(f_new) < 1e-9:
            return v_new
        step = f_new * (v_new - v_old) / (f_new - f_old)
        v_old, f_old, v_new = v_new, f_new, v_new - step
    raise RuntimeError("threshold search did not converge")


def grain_weights(maps, kt, step=1e-3):
    """Derivative of threshold with respect to each grain's work function."""
    base = np.full(N_GRAINS, PHI_MEAN)
    result = []
    for unit in np.eye(N_GRAINS):
        up = threshold(base + step * unit, maps, kt)
        down = threshold(base - step * unit, maps, kt)
        result.append((up - down) / (2 * step))
    return np.array(result)


# Spread from the full distribution against the formula, for several N
for n in (1, 4, 25, 100):
    level, prob = average_distribution(n)
    mean = prob @ level
    direct = np.sqrt(prob @ (level - mean)**2)
    assert abs(direct - spread(np.full(n, 1 / n))) < 1e-10
levels, probs = average_distribution(N_GRAINS)
mean_phi = probs @ levels
sigma_direct = np.sqrt(probs @ (levels - mean_phi)**2)
sigma = spread(np.full(N_GRAINS, 1 / N_GRAINS))
assert abs(mean_phi - PHI_MEAN) < 1e-10
assert abs(sigma - 0.020) < 0.001
inside = probs[np.abs(levels - mean_phi) < 0.020].sum()

# Unequal areas: enumerate every configuration of a 12-grain gate
area = np.linspace(0.2, 1.8, 12)
area /= area.sum()
bits = np.array(list(itertools.product((0, 1), repeat=12)))
chance = np.prod(np.where(bits == 1, P_HIGH, 1 - P_HIGH), axis=1)
value = (PHI_LOW + D_PHI * bits) @ area
center = chance @ value
enumerated = np.sqrt(chance @ (value - center)**2)
assert abs(enumerated - spread(area)) < 1e-10
areas = np.linspace(0.2, 1.8, N_GRAINS)
area_cv = areas.std() / areas.mean()
sigma_area = spread(areas / areas.sum())

# Grain weights from the transistor model
kt = KB * TEMP
flat = grain_maps(False, 5)
pinned = grain_maps(True, 5)
w_flat = grain_weights(flat, kt)
w_short = grain_weights(pinned, kt)
assert np.max(np.abs(w_flat - 1 / N_GRAINS)) < 1e-4
assert abs(w_short.sum() - 1) < 1e-3
sigma_short = spread(w_short)
assert sigma_short > sigma
sigma_fine = spread(grain_weights(grain_maps(True, 9), kt))
# 3 percent: finite-cell error of a 1 nm mesh
assert abs(sigma_fine / sigma_short - 1) < 0.03
sigma_hot = spread(grain_weights(pinned, KB * TEMP_HOT))
columns = w_short.reshape(SIDE, SIDE).sum(axis=1)

# Random gates: weak contrast must follow the linear weights
rng = np.random.default_rng(7)
weak = PHI_MEAN + 0.01 * ((rng.random((40, N_GRAINS)) < P_HIGH) - P_HIGH)
vt_weak = np.array([threshold(g, pinned, kt) for g in weak])
# 5 percent: second-order terms at 10 meV contrast
assert np.std(vt_weak - weak @ w_short) < 0.05 * np.std(vt_weak)

# Random gates at the full contrast
SAMPLES = 1000
gates = PHI_LOW + D_PHI * (rng.random((SAMPLES, N_GRAINS)) < P_HIGH)
vt_flat = np.array([threshold(g, flat, kt) for g in gates])
vt_short = np.array([threshold(g, pinned, kt) for g in gates])
sd_average = gates.mean(axis=1).std(ddof=1)
sd_linear = (gates @ w_short).std(ddof=1)
sd_flat, sd_short = vt_flat.std(ddof=1), vt_short.std(ddof=1)


def sampling_error(x):
    """Standard error of a sample standard deviation, from moments."""
    d = x - x.mean()
    return np.sqrt((np.mean(d**4) - np.mean(d**2)**2) / x.size) / (2 * d.std())


# 15 percent: channel ripple is comparable with kT, so averaging is approximate
assert abs(sd_flat / sd_average - 1) < 0.15
ripple = np.sqrt(np.mean(np.var(flat @ gates.T, axis=0)))

# Mobile charge at the criterion, expressed as a gate-voltage error
density = N_BAND * T_BODY * 1e-7 * np.exp(-BARRIER / kt)      # cm^-2
capacitance = EPS_OX * const.epsilon_0 / (EOT * 1e-9)         # F/m^2
charge_shift = const.e * density * 1e4 / capacitance

# Tunnelling near the top of the source-drain barrier
uniform = np.full(N_GRAINS, PHI_MEAN)
vt_uniform = threshold(uniform, pinned, kt)
profile = (pinned @ (vt_uniform - uniform + CHI)).reshape(25, 25)[:, 12]
curvature = profile[13] - 2 * profile[12] + profile[11]       # V/nm^2
hbar2_m = const.hbar**2 / (MASS * const.m_e) / const.e * 1e18  # eV nm^2
quantum = np.sqrt(hbar2_m * curvature)                        # eV
u = quantum / (2 * kt)
gain = u / np.sin(u)


def thermal_transmission(x):
    """Boltzmann factor times parabolic-barrier transmission, x = E/kT."""
    return np.exp(-x) / (1 + np.exp(-np.pi * x / u))


check = quad(thermal_transmission, -30, 0)[0]
check += quad(thermal_transmission, 0, 40)[0]
assert abs(check / gain - 1) < 1e-4
tunnel_shift = kt * np.log(gain)

print(f"High, low work function: {PHI_HIGH:.1f}, {PHI_LOW:.1f} eV")
print(f"Probability of high, low: {P_HIGH:.1f}, {1 - P_HIGH:.1f}")
print(f"Number of grains: {N_GRAINS}")
print(f"Work-function difference: {D_PHI:.3f} eV")
print(f"Mean work function: {mean_phi:.3f} eV")
print(f"p(1-p): {P_HIGH * (1 - P_HIGH):.3f}")
one_grain = spread(np.ones(1))
print(f"One-grain standard deviation: {one_grain * 1e3:.2f} mV")
print(f"Threshold spread, formula: {sigma * 1e3:.2f} mV")
print(f"Threshold spread, distribution: {sigma_direct * 1e3:.2f} mV")
print(f"Threshold ladder step: {D_PHI / N_GRAINS * 1e3:.2f} mV")
print(f"Mean number of high grains: {N_GRAINS * P_HIGH:.1f}")
print(f"Probability within 20 mV of mean: {inside:.4f}")
print(f"Gate edge, grain edge: {SIDE * GRAIN:.1f}, {GRAIN:.1f} nm")
print(f"Body, equivalent oxide: {T_BODY:.1f}, {EOT:.1f} nm")
print(f"Permittivity, body, oxide: {EPS_BODY:.1f}, {EPS_OX:.1f}")
print(f"Electron affinity: {CHI:.2f} eV")
print(f"Criterion barrier: {BARRIER:.2f} V")
print(f"Temperature: {TEMP:.0f} K; kT/e: {kt * 1e3:.2f} mV")
print(f"Screening length: {LAM:.2f} nm")
print(f"Flat-channel weights: {w_flat.min():.5f} to {w_flat.max():.5f}")
print("Short-channel column weights:", np.round(columns, 3))
print(f"Sum of short-channel weights: {w_short.sum():.5f}")
print(f"Short-channel linear spread: {sigma_short * 1e3:.1f} mV")
print(f"Same, finer mesh: {sigma_fine * 1e3:.1f} mV")
print(f"Same at {TEMP_HOT:.0f} K: {sigma_hot * 1e3:.1f} mV")
print(f"Random gates sampled: {SAMPLES}")
print(f"Sample spread, area average: {sd_average * 1e3:.1f} mV")
print(f"Sample spread, flat network: {sd_flat * 1e3:.1f} mV")
print(f"  its sampling error: {sampling_error(vt_flat) * 1e3:.1f} mV")
print(f"Sample spread, short linear: {sd_linear * 1e3:.1f} mV")
print(f"Sample spread, short network: {sd_short * 1e3:.1f} mV")
print(f"  its sampling error: {sampling_error(vt_short) * 1e3:.1f} mV")
print(f"Flat-channel rms ripple: {ripple * 1e3:.1f} mV")
print(f"Mean threshold, flat network: {vt_flat.mean():.3f} V")
print(f"Mean threshold, short network: {vt_short.mean():.3f} V")
print(f"Relative spread of unequal areas: {area_cv:.3f}")
print(f"Threshold spread, unequal areas: {sigma_area * 1e3:.1f} mV")
print(f"Effective density of states: {N_BAND:.1e} cm^-3")
print(f"Mobile sheet density: {density:.2e} cm^-2")
print(f"Mobile-charge voltage error: {charge_shift * 1e3:.3f} mV")
print(f"Transport mass: {MASS:.2f} electron masses")
print(f"Short-channel barrier top: {-profile[12]:.3f} eV")
print(f"Tunnelling current factor: {gain:.3f}")
print(f"Tunnelling threshold shift size: {tunnel_shift * 1e3:.2f} mV")
print("every check passed")
```

Running it gives:

```
High, low work function: 4.6, 4.4 eV
Probability of high, low: 0.6, 0.4
Number of grains: 25
Work-function difference: 0.200 eV
Mean work function: 4.520 eV
p(1-p): 0.240
One-grain standard deviation: 97.98 mV
Threshold spread, formula: 19.60 mV
Threshold spread, distribution: 19.60 mV
Threshold ladder step: 8.00 mV
Mean number of high grains: 15.0
Probability within 20 mV of mean: 0.6927
Gate edge, grain edge: 25.0, 5.0 nm
Body, equivalent oxide: 5.0, 1.0 nm
Permittivity, body, oxide: 11.7, 3.9
Electron affinity: 4.00 eV
Criterion barrier: 0.25 V
Temperature: 300 K; kT/e: 25.85 mV
Screening length: 3.87 nm
Flat-channel weights: 0.04000 to 0.04000
Short-channel column weights: [0.062 0.247 0.381 0.247 0.062]
Sum of short-channel weights: 1.00000
Short-channel linear spread: 23.0 mV
Same, finer mesh: 23.0 mV
Same at 358 K: 22.8 mV
Random gates sampled: 1000
Sample spread, area average: 19.7 mV
Sample spread, flat network: 21.8 mV
  its sampling error: 0.4 mV
Sample spread, short linear: 22.7 mV
Sample spread, short network: 24.6 mV
  its sampling error: 0.5 mV
Flat-channel rms ripple: 34.6 mV
Mean threshold, flat network: 0.270 V
Mean threshold, short network: 0.215 V
Relative spread of unequal areas: 0.481
Threshold spread, unequal areas: 21.7 mV
Effective density of states: 3.0e+19 cm^-3
Mobile sheet density: 9.47e+08 cm^-2
Mobile-charge voltage error: 0.044 mV
Transport mass: 0.20 electron masses
Short-channel barrier top: 0.276 eV
Tunnelling current factor: 1.039
Tunnelling threshold shift size: 0.98 mV
every check passed
```
